# Perturbative spin–orbit coupling between TDDFT states, checked against two-component response, part 2

Two treatments of spin–orbit coupling in a closed-shell system are compared, in atomic units ($\alpha$ is the fine-structure constant), with adiabatic LDA and the Tamm–Dancoff approximation (TDA). State interaction (SI) diagonalises $H=\mathrm{diag}(0,\omega_S,\omega_T)+\lambda h$ over the ground state and spin-free singlets $S$ and triplets $T$, giving energies $E_n$. Two-component (2c) response includes $\lambda h$ self-consistently and solves $AX=\omega X$. Here $h=\sum_k\eta^k\sigma_k/2$, $\eta^k=\xi(r)\,l_k$, and physically $\lambda=1$. Orbitals $i,j,k$ are occupied, $a,b,c$ virtual, with energies $\varepsilon_p$ and $\Delta\varepsilon_{ia}=\varepsilon_a-\varepsilon_i$.

For singlet and triplet vectors $x,y$, $\langle S|h|T,l\rangle=\tfrac12(vv-oo)^l$, with $vv^k=\sum x_{ia}\eta^k_{ab}y_{ib}$ and $oo^k=\sum x_{ia}\eta^k_{ji}y_{ja}$.

At first order ${}^3P_{0,1,2}$ lie at $\omega_T-2A_L$, $\omega_T-A_L$, $\omega_T+A_L$; $V$ couples ${}^3P_1$ to ${}^1P_1$. For one $p$ orbital with $\zeta=\langle\xi\rangle$, $A_L=\zeta/2$ and $V=\zeta/\sqrt2$. The $2\times2$ model has $g=\omega_S-\omega_T+A_L$ and

$$E_-=\omega_T-A_L+\tfrac g2-\sqrt{\tfrac{g^2}4+V^2},\qquad\tan2\theta=\frac{2V}g .$$

$$f({}^3P_1)=f_S\,\frac{E_-}{\omega_S}\sin^2\theta .\tag4$$

Here $f_S$ is the singlet oscillator strength and $\mathbf d_S$ its transition dipole. At leading order $f=\frac23\omega_T\lambda^2\sum|\boldsymbol\mu|^2$, with

$$\boldsymbol\mu^{\rm SI}=\sum_S\frac{\mathbf d_S\,h_{ST}}{\omega_T-\omega_S}-\sum_{T'}\frac{h_{0T'}\mathbf R_{T'T}}{\omega_{T'}} .\tag5$$

$$A^{(1)}=A^{\rm SO}+A^{\rm relax},\qquad A^{\rm relax}=\langle\delta t|W|t\rangle+\langle t|W|\delta t\rangle .\tag6$$

$$\boldsymbol\mu^{2c}=\sum_S\frac{\mathbf d_S\,(h+A^{\rm relax})_{ST}}{\omega_T-\omega_S}+\mathbf d^{(1)}\!\cdot X_T .\tag7$$

$\mathbf R$ is the dipole matrix and $A^{\rm SO}$ the SI excited-state block. $A^{\rm relax}$ is the kernel ($W$) response to changes $\delta t$ of the transition densities $t$, caused by occupied–virtual mixing $\kappa_{ai}=h_{ai}/(\varepsilon_i-\varepsilon_a)$, $\kappa_{ia}=-\kappa_{ai}^*$. The dipole vector changes by $\mathbf d^{(1)}_{jb}=\sum_c\kappa^*_{cj}\mathbf r_{cb}+\sum_k\mathbf r_{jk}\kappa_{kb}$.

The last terms of (5) and (7) are the direct terms. The atomic identity makes them equal for a spherical atom with a local kernel and all triplets kept. Corrected SI diagonalises $\mathrm{diag}(\omega)+\lambda A^{(1)}$ without a ground-state row and uses the dipole $\mathbf d^{(0)}+\lambda\mathbf d^{(1)}$.

## The ground-state row

In SI the ground state drops by $\lambda^2\sum|h_{0T}|^2/\omega_T$ at second order, and this drop adds the same amount to every $E_n-E_0$. A triplet component with $h_{0T}\neq0$ is in addition pushed up by its own term $\lambda^2|h_{0T}|^2/\omega_T$; for the odd-parity ${}^3P$ levels treated here that term vanishes. The same excitations $k\to c$ can occur on top of $|ia\rangle$ with the same elements $h_{ck}$, except those with $k=i$ or $c=a$, which the Pauli principle blocks. The result is a double excitation outside the SI space, so the nearly matching drop of the excited state is absent. In the ion below the blocked part is $1.1$ cm⁻¹ for a $3p_{1/2}$ electron and $0.3$ cm⁻¹ for a $3p_{3/2}$ electron, out of a ground shift of $17.6$ cm⁻¹. The shift is a sum over core excitations and depends strongly on the basis: with the same $s,p,d$ primitives uncontracted it is $70$ cm⁻¹, and with uncontracted cc-pVQZ $s,p,d$ primitives $73$ cm⁻¹, while the blocked parts stay at $1.2$ and $0.3$ cm⁻¹. For $M$ non-interacting atoms this second-order ground shift is $M$ times larger while a local excitation should not change, so the shift, apart from the blocked part, is an artefact of the truncation. In 2c the frequencies are eigenvalues of $A$, and no total energy is subtracted.

## Worked example: Si²⁺, ${}^1S_0\to3s3p\,{}^3P_1$

The ion has the closed shell $3s^2$. The level is Slater exchange with VWN5 correlation, the cc-pVTZ basis without its $f$ shell (27 functions, 126 spatial and 504 spinor excitations) and a nonrelativistic scalar Hamiltonian. The 2c result is a reference for this model; it leaves out the de-excitation block, double excitations, exchange and spin–other-orbit terms, scalar relativity and basis completeness. The digits below belong to this basis. Restoring the $f$ shell changes none of the scalar or first-order quantities, but a flexible core does. In uncontracted cc-pVTZ, uncontracted cc-pVQZ and cc-pCVTZ ($s,p,d$ shells) $A_L$ rises to $143$–$144$ and $V$ to $183$–$184$ cm⁻¹, $\omega_T$ moves by up to about $120$ and $\omega_S$ by up to about $600$ cm⁻¹, and the leading-order $f$ rises by $10$–$12\%$. The shares are more stable: other singlets $-3.3$ to $-3.6\%$, direct term $+1.44$ to $+1.46\%$, relaxation $-0.56$ to $-0.66\%$, with SI $1.15$–$1.35\%$ above 2c at leading order.

The scalar step gives $\omega_T=53798.3$ and $\omega_S=88460.0$ cm⁻¹, a gap of $34661.8$ cm⁻¹, and $f_S=2.2512$. SI gives $A_L=139.73$ and $V=176.18$ cm⁻¹. With $\zeta_{3p}=271.27$ cm⁻¹ the one-orbital limit would be $135.6$ and $191.8$, and $V/(\sqrt2A_L)$ is $0.892$ instead of 1. The $3s\to3p$ weights are $0.9992$ (triplet) and $0.9907$ (singlet), so the remaining components have norms $\sqrt{0.0008}\approx0.03$ and $\sqrt{0.0093}\approx0.10$, and they enter $vv$ linearly through cross terms. The signs reflect a more compact triplet and a more diffuse singlet $p$ orbital: the orbital of the excited electron has a mean radius of $2.18$ bohr in the triplet and $2.40$ bohr in the singlet, against $2.22$ bohr for the Kohn–Sham $3p$ orbital. The matrix elements of $\xi$ with these two normalised orbitals alone give $A_L=139.7$ and $V=176.2$ cm⁻¹.

In the $2\times2$ model $g=34661.8+139.7=34801.5$ cm⁻¹ and $\theta=\frac12\arctan(352.36/34801.5)=5.062\times10^{-3}$ rad. The push-down is $176.18^2/34801.5=0.892$ cm⁻¹, and (4) gives

$$f=2.2512\times\frac{53657.6}{88460.0}\times2.5627\times10^{-5}=3.50\times10^{-5}.$$

This push-down alone turns the intervals into $139.73-0.89=138.84$ and $279.46+0.89=280.35$ cm⁻¹, a ratio of $2.019$, against $2.020$ in full SI and $2.019$ in 2c.

At leading order the $3s3p\,{}^1P$ term of (5) gives $2.2512\times(53798.3/88460.0)\times(176.18/34661.8)^2=3.537\times10^{-5}$. Each other term is a rotation-invariant array joining a dipole component to a ${}^3P_1$ component, hence proportional to the main one, and can be quoted as a share of it: other singlets $-3.702\%$, direct term $+1.479\%$, kernel relaxation $-0.566\%$. The direct term is $1.479\%$ in both (5) and (7), as the atomic identity requires. Then

$$f^{\rm SI}/\lambda^2=3.5372\times10^{-5}\times0.97777^2=3.382\times10^{-5},$$

$$f^{2c}/\lambda^2=3.5372\times10^{-5}\times0.97211^2=3.343\times10^{-5},$$

where $0.97777=1-0.03702+0.01479$ and $0.97211=0.97777-0.00566$. At leading order SI lies $1.2\%$ above 2c. Most of the relaxation share is the change of $V$ from $176.18$ to $175.30$ cm⁻¹, or $-0.50\%$. Relaxation moves $A_L$ the other way, to $141.44$ cm⁻¹, or $+1.2\%$.

The numerical check asserts both limits to $10^{-4}$ relative, averaging $\lambda=\pm0.1$ to cancel the $\lambda^3$ term, and asserts (6) element by element against a central difference of self-consistent 2c matrices, where the error is $2.0\times10^{-10}$ hartree against $\max|A^{\rm relax}|=1.35\times10^{-4}$ hartree. It also asserts the $\lambda^2$ scaling of the change in the real, spin-summed density matrix (ratio $99.92$ for a tenfold $\lambda$) and, in 2c at $\lambda=1$, degenerate ${}^3P_1$ and ${}^3P_2$ levels and dark ${}^3P_0$ and ${}^3P_2$.

At $\lambda=1$, with energies in cm⁻¹:

| | ${}^3P_1$ | 1–0 | 2–1 | $10^5f$ |
|---|---|---|---|---|
| SI | 53674.2 | 139.13 | 281.04 | 3.361 |
| corrected SI | 53654.9 | 140.85 | 284.45 | 3.321 |
| 2c | 53655.9 | 140.56 | 283.86 | 3.308 |

Relative to 2c, $f$ is too large by $5.80\%$ in the $2\times2$ model, $1.63\%$ in SI and $0.41\%$ in corrected SI. The last figure comes from terms of order $\lambda^2$ and higher in $A$ and $\mathbf d$, since these are what the corrected scheme omits. The SI ground shift is $-17.62$ cm⁻¹, against $-17.63$ from the second-order sum. Removing it puts ${}^3P_1$ at $53674.24-17.62=53656.62$ cm⁻¹, $0.75$ cm⁻¹ from 2c instead of $18.4$. The remainder is a partial cancellation: relaxation would lower this level by $141.44-139.73=1.71$ cm⁻¹, and corrected SI lies $0.96$ cm⁻¹ below 2c. The same subtraction leaves $53535.11-17.62-53515.31=+2.18$ cm⁻¹ for ${}^3P_0$ and $53955.28-17.62-53939.72=-2.06$ cm⁻¹ for ${}^3P_2$.

The spontaneous rate per upper component is $\frac43\alpha^3\omega^3|\boldsymbol\mu|^2$. The summed $f$ holds three equal components, so $|\boldsymbol\mu|^2=f/(2\omega)$ and the rate is $\frac23\alpha^3\omega^2f$. For 2c the wavelength is $10^7/53655.9=186.4$ nm and the rate $2.12\times10^4$ s⁻¹, a lifetime of $47$ µs if this line is the sole decay; SI gives $46$ µs. These values are not converged in the basis: the leading-order 2c lifetime falls from $46.5$ µs here to $41$–$42$ µs in the three bases with a flexible core.

## Choosing the setting

**How many states to keep.** In this ion the singlets beyond the nearest bright one change the amplitude by $-3.7\%$ and the ground-state mixing by $+1.5\%$, and $f$ changes by about twice as much. Since $\eta$ joins equal angular momenta and vanishes on $s$ shells, the triplets $T'$ in the direct term are $2p\to np$ core excitations, with $\Delta\varepsilon\ge4.305-0.758=3.55$ hartree. A run that keeps low valence roots loses this term; evaluating $\mathbf d^{(1)}\cdot X_T$ from $\kappa$ restores it with no extra roots.

**The ground-state row.** Keep it for the dipole, or replace it by $\mathbf d^{(1)}$, but measure excitation energies from the unshifted ground state when, as in this ion, the blocked part is small against the whole shift. This removes the term that grows with system size; the blocked part, the relaxation and the other second-order terms remain as errors.

**When plain SI suffices.** The missing term is linear in $\kappa$, whose elements are occupied–virtual spin–orbit integrals over orbital gaps. Here the largest singular value of $\kappa$ is $2.3\times10^{-3}$ (single elements depend on the orientation chosen for degenerate orbitals and reach $8$–$9\times10^{-4}$), and relaxation changes $A_L$ by $+1.2\%$ and $V$ by $-0.50\%$. Because $A^{\rm relax}$ and $A^{\rm SO}$ are both of order $\lambda$, weak coupling does not shrink their ratio; it is set by kernel integrals over orbital gaps, multiplied by the ratio of the occupied–virtual elements of $h$ to the virtual–virtual and occupied–occupied ones. Where the large occupied–virtual elements of $h$ span a small gap, or where $vv-oo$ nearly cancels for the pair of interest, the ratio can be larger than in this ion. Neither case is computed here; evaluating $A^{\rm relax}_{ST}$ for the pair and comparing it with $h_{ST}$ shows whether plain SI suffices. Near-degeneracy among the kept states is handled by diagonalisation, as in (4), but $|\kappa|\ll1$ remains a condition of the whole expansion.

**What limits accuracy.** With $\Delta=\omega_S-\omega_T$, the leading term is $f\propto\omega_T|\mathbf d_S|^2V^2/\Delta^2$, so

$$\frac{\delta f}f=\frac{\delta\omega_T}{\omega_T}+\frac{\delta|\mathbf d_S|^2}{|\mathbf d_S|^2}+\frac{2\delta V}V-\frac{2\delta\Delta}\Delta .$$

With $V$ and $\mathbf d_S$ fixed, a $1\%$ error in the scalar gap changes $f$ by $2.0\%$ if it comes from $\omega_S$ and by $2.6\%$ if it comes from $\omega_T$. Either is more than the SI–2c difference found here, and it is present in both settings. The measured lifetime of this level is roughly 60 µs. The distance from $47$ µs is an order of magnitude larger than the distance between SI and 2c, so for this ion the approximations common to both settings matter more than the choice between them. A more flexible basis shortens the computed lifetime by $4$–$5$ µs and so widens the distance to the measured value. How the error divides among the functional, the TDA, the form of $h$ and the other omissions was not examined.

## Values computed for the example and the checks

```
Si2+ LDA(VWN5)/cc-pVTZ without f: 27 AOs, 126 spatial and 504 spinor excitations
eps(2p), eps(3s), eps(3p) = -4.30470, -1.05069, -0.75841 hartree
hartree = 219474.63 cm^-1
zeta_2p = 3289.2 cm^-1
zeta_3p = 271.27 cm^-1
largest |kappa_ai| = 8.490e-04
scalar w(3P) = 53798.3 cm^-1, w(1P) = 88460.0 cm^-1
scalar gap w(1P)-w(3P) = 34661.8 cm^-1
3s->3p weight: triplet 0.9992, singlet 0.9907
scalar f(1P) = 2.2512
Lande A_L: SI 139.73 cm^-1, with relaxation 141.44 cm^-1
V(1P1,3P1): SI 176.18 cm^-1, with relaxation 175.30 cm^-1
V/(sqrt2 A_L) in SI = 0.8916
2x2 model: gap = 34801.5 cm^-1, theta = 5.06230e-03 rad, sin^2 = 2.5627e-05
2x2 model: E_low = 53657.63 cm^-1, push-down = 0.892 cm^-1
2x2 model: f(3P1) = 3.4994e-05
max|A_SO| = 7.220e-03, max|A_relax| = 1.351e-04 hartree
finite-difference error of A_SO+A_relax (lam=0.1) = 2.0e-10 hartree
density-matrix change ratio lam=1 / lam=0.1: 99.92
first-order f from 3s3p 1P alone = 3.5372e-05
amplitude share, other singlets = -3.702 %
amplitude share, SI ground-state mixing = 1.479 %
amplitude share, 2c direct dipole d1 = 1.479 %
amplitude share, kernel relaxation = -0.566 %
f/lam^2 SI: formula 3.38172e-05, diagonalised 3.38173e-05
f/lam^2 2c: formula 3.34266e-05, self-consistent 3.34265e-05
SI ground shift = -17.620 cm^-1, second order -17.631 cm^-1
SI: 3P0 53535.11, 3P1 53674.24, 3P2 53955.28, 1P1 88477.95 cm^-1
SI: intervals 1-0 139.13, 2-1 281.04 cm^-1, ratio 2.0200
SI: f(3P1) = 3.3613e-05, f(1P1) = 2.25160
SI: wavelength 186.3 nm, rate 2.1531e+04 s^-1, lifetime 46.4 us
corrected SI: 3P0 53514.07, 3P1 53654.91, 3P2 53939.37, 1P1 88460.32 cm^-1
corrected SI: intervals 1-0 140.85, 2-1 284.45 cm^-1, ratio 2.0196
corrected SI: f(3P1) = 3.3212e-05, f(1P1) = 2.25119
corrected SI: wavelength 186.4 nm, rate 2.1259e+04 s^-1, lifetime 47.0 us
2c: 3P0 53515.31, 3P1 53655.87, 3P2 53939.72, 1P1 88460.87 cm^-1
2c: intervals 1-0 140.56, 2-1 283.86 cm^-1, ratio 2.0194
2c: f(3P1) = 3.3076e-05, f(1P1) = 2.25120
2c: wavelength 186.4 nm, rate 2.1172e+04 s^-1, lifetime 47.2 us
f(3P1) error versus 2c: SI 1.63 %
f(3P1) error versus 2c: corrected SI 0.41 %
f(3P1) error versus 2c: 2x2 model 5.80 %
```
